# Ionic Hopping and Oxide Film Growth at Fixed Film Potential

## The problem

An oxide film of thickness $X$ lies on a metal. Mobile cations of charge number $z$ leave the metal, hop through the film and form new oxide at its outer surface. The hops connect parallel planes a distance $a$ apart, numbered $k=0$ at the metal to $k=N$ at the outer surface, so that $X=Na$. Let $n_k$ be the number of mobile ions per unit area on plane $k$, and let $J$ be the net number of ions crossing unit area per unit time, positive outward.

The algebra uses atomic units, in which $e=1$; the Boltzmann constant $k_B$ is kept. Without a field, every hop meets the same barrier $W$, with its saddle point midway between two planes. The hop rate is then $k_0=\nu e^{-W/k_BT}$, where $\nu$ is the attempt frequency. The electric potential falls by $V>0$ from the metal side to the outer surface, which drives cations outward.

Assume the following.

- The field is uniform, $F=V/X$. The charge of the mobile ions is either compensated by immobile charge, which in a growing film is exact only for a flat ion profile (and nearly exact when $zV\gg k_BT$, since the profile is then flat except close to the outer surface), or too small to matter. The second case limits the thickness, because at given densities the potential set up by the ionic charge grows as $X^2$. Let $L_D$ be the Debye length of the mobile ions. If $zV$ is at most a few $k_BT$, the film must be much thinner than $L_D$. If $zV\gg k_BT$, the condition is $X^2\ll(zV/k_BT)L_D^2$ at weak field and $aX\ll4L_D^2$ at strong field, where the rate depends exponentially on the field.
- The densities $n_0$ and $n_N$ and the temperature $T$ are fixed, and $n_0>n_Ne^{-zV/k_BT}$.
- The ion profile adjusts quickly compared with the growth of the film.
- Electrons cross the film fast enough to hold $V$ fixed.

**Questions**

(a) Write the net current between neighbouring planes as forward hops minus backward hops.

(b) Find the steady current through the whole film, including any concentration difference. How does it depend on $X$ at fixed $V$?

(c) Expand the current at weak field and find the growth law.

(d) Find the growth law in the opposite limit.

(e) Join the two limits. Is it right to say that fixing the film potential changes the growth law from inverse logarithmic to parabolic?

(f) Evaluate the result for $z=2$, $V=1$ V, $a=3$ Å, $W=1$ eV, $\nu=10^{13}$ s$^{-1}$ and $T=400$ K. Each arriving ion adds an oxide volume $\Omega$, with $\Omega n_0=0.03$ Å. Take $n_N=n_0$. These are round model parameters and stand for no particular oxide.

## Hints

1. For (a), ask how much electrostatic energy an ion gains or loses between its plane and the saddle point, not over the whole hop.
2. For (b), $J$ must be the same between all pairs of planes. This gives a linear recurrence for $n_k$. Look for a constant solution first, then add the solution of the homogeneous recurrence.
3. For (c), decide which dimensionless quantity must be small: the energy drop per hop or the drop across the film, each measured against $k_BT$.
4. For (d), drop the backward hops, separate variables, and integrate by parts in the variable that appears in the exponent.
5. For (e), write $1/\sinh$ as a geometric series in decaying exponentials.

## Solution

### (a) One pair of planes

Between a plane and the next saddle point an outward-moving ion travels $a/2$ and gains the energy $zFa/2$. The forward barrier is therefore $W-zFa/2$. An ion hopping back from plane $k+1$ climbs against the field over the same distance, so its barrier is $W+zFa/2$. Define

$$u=\frac{zFa}{2k_BT}=\frac{zVa}{2k_BT\,X}.$$

The two Boltzmann factors give

$$J=k_0\left(n_k e^{u}-n_{k+1}e^{-u}\right).\tag{1}$$

This treats the field as a rigid tilt that leaves the minima and saddle points in place. It also needs a forward barrier that remains many times $k_BT$.

### (b) The whole film

Solving (1) for $n_{k+1}$ gives

$$n_{k+1}=e^{2u}n_k-\frac{J}{k_0}e^{u}.$$

A constant solution $n_k=A$ must satisfy $A(e^{2u}-1)=(J/k_0)e^u$. Multiplying by $k_0e^{-u}$ gives

$$J=k_0A(e^u-e^{-u})=2k_0A\sinh u.\tag{2}$$

The homogeneous recurrence $n_{k+1}=e^{2u}n_k$ has the solution $Be^{2uk}$. Inserted in (1), it gives $k_0B(e^{2uk+u}-e^{2uk+2u-u})=0$: in this part, drift and diffusion cancel. The full profile is $n_k=A+Be^{2uk}$.

The boundary values fix $A$ and $B$. Since $X=Na$,

$$2uN=\frac{zV}{k_BT}\equiv\varphi,$$

so $n_0=A+B$ and $n_N=A+Be^{\varphi}$. Subtraction gives $B=(n_N-n_0)/(e^\varphi-1)$, and then

$$A=n_0-B=\frac{n_0e^\varphi-n_N}{e^\varphi-1}=\frac{n_0-n_Ne^{-\varphi}}{1-e^{-\varphi}}.\tag{3}$$

At fixed $V$ the quantity $\varphi$ is fixed, and so is $A$. The thickness enters the current through $u$ alone. With the length

$$X_1=\frac{\varphi a}{2}=\frac{zVa}{2k_BT},\qquad u=\frac{X_1}{X},$$

and the velocity $v=\Omega k_0A$, the growth rate $dX/dt=\Omega J$ becomes

$$\frac{dX}{dt}=2v\sinh\frac{X_1}{X}.\tag{4}$$

Here $N=X/a$ is treated as continuous, which is rough for a film only a few hops thick.

The assumption of a quickly adjusting profile can be checked for a flat profile, $n_k=n_0$. The mean ion velocity is then $2ak_0\sinh u$, and drift carries an ion across the film in the time $X/(2ak_0\sinh u)$. (If $\varphi$ is not large, diffusion makes the crossing faster still.) At the rate (4) the film grows in that time by $vX/(ak_0)=(\Omega n_0/a)X$. The condition is thus $\Omega n_0/a\ll1$, at weak and strong field alike.

### (c) Weak field

Weak field means $u\ll1$: the energy drop over half a hop is small compared with $k_BT$. The drop over the whole film, $\varphi k_BT$, may still be large. To first order, $e^{\pm u}\approx1\pm u$, and (1) becomes

$$J\approx k_0(n_k-n_{k+1})+k_0u(n_k+n_{k+1}).$$

The first term is diffusion, the second is drift. In a flat profile the first term vanishes: the zeroth-order forward and backward currents cancel, and the current begins at order $u$.

For the whole film, (2) contains both effects. From $\sinh u=u+u^3/6+\dots$,

$$J\approx2k_0Au=\frac{k_0A\varphi a}{X}.\tag{5}$$

The first correction, relative to this linear current, is $u^2/6$. A direct solution of the plane-by-plane balance at $u=0.100$ gives a relative excess of $1.67\times10^{-3}$, in agreement with $0.100^2/6$.

Because $V$ is fixed, the field is $V/X$, and a current linear in the field falls as $1/X$. The growth law follows by separation:

$$\frac{dX}{dt}=\frac{2vX_1}{X},\qquad X\,dX=2vX_1\,dt.$$

Integrating from thickness $X_0$ at time $t_0$ gives $\tfrac12(X^2-X_0^2)=2vX_1(t-t_0)$, or

$$X^2-X_0^2=4vX_1(t-t_0).\tag{6}$$

This is parabolic growth. The subtraction of backward hops is essential to it. If forward hops alone were counted in a flat profile, the rate would be $ve^{X_1/X}$, which tends to the constant $v$ as the film thickens, and growth would become linear. Numerically, the local exponent $d\ln X/d\ln t$ of that truncated law is 0.999 at $X=10^4X_1$, not one half.

### (d) Strong field

For $u\gg1$ the backward term in $2\sinh u=e^u-e^{-u}$ is negligible, and

$$\frac{dX}{dt}\approx ve^{X_1/X}.$$

Set the clock to zero at the formal thickness zero; a real starting thickness shifts the time by a constant, which distorts a plot against $\ln t$ until the elapsed time is much longer than this constant. With $w=X_1/s$ and $ds=-X_1dw/w^2$,

$$t=\frac1v\int_0^Xe^{-X_1/s}ds=\frac{X_1}{v}\int_u^\infty\frac{e^{-w}}{w^2}dw.$$

One integration by parts gives $e^{-u}/u^2-2\int_u^\infty e^{-w}w^{-3}dw$ for the last integral. Repeating the step on the remainder yields

$$t=\frac{X_1e^{-u}}{vu^2}\left(1-\frac2u+\frac6{u^2}-\dots\right).\tag{7}$$

To leading order $t\approx X^2e^{-X_1/X}/(vX_1)$. Taking the logarithm and solving for $1/X$,

$$\frac1X\approx-\frac1{X_1}\ln\frac{vX_1t}{X^2}.\tag{8}$$

The thickness inside the logarithm varies slowly compared with $t$. If it is replaced by a typical value, $1/X$ is a straight line in $\ln t$ with slope $-1/X_1$: the inverse logarithmic law. To see how good this is, define the scaled slope

$$S=-X_1\frac{d(1/X)}{d\ln t}=\frac{X_1}{X^2}\,t\,\frac{dX}{dt}.$$

Inserting $dX/dt=ve^u$ and (7), and using $X_1^2/(X^2u^2)=1$, gives

$$S=1-\frac2u+\frac6{u^2}-\dots\tag{9}$$

A strict inverse logarithmic law would have constant $S$. Here $S$ approaches 1 only slowly as $u$ grows, because the first correction is $2X/X_1$.

The film must also be several hops thick for the description to make sense, so this regime needs $a\ll X\ll X_1$. Since $X_1/a=\varphi/2$, it exists only if the total drop $zV$ is many times $k_BT$. For $\varphi\lesssim2$, even a film one hop thick is outside the strong-field regime.

### (e) From one limit to the other

Equation (4) can be integrated without choosing a limit. For $w>0$,

$$\frac1{\sinh w}=\frac{2e^{-w}}{1-e^{-2w}}=2\sum_{m=0}^{\infty}e^{-(2m+1)w}.$$

Put $w=X_1/s$ in $t=\int_0^Xds/[2v\sinh(X_1/s)]$ and integrate term by term, which is allowed because all terms are positive. The substitution $s=X/q$ turns each integral into $X$ times the function $E_2(b)=\int_1^\infty e^{-bq}q^{-2}dq$:

$$t=\frac Xv\sum_{m=0}^\infty E_2\!\left(\frac{(2m+1)X_1}{X}\right).\tag{10}$$

The term $m=0$ is the forward-only result of part (d); the others come from backward hops. A direct time integration of forward minus backward rates, from 10 to 2000 Å with the parameters of (f), agrees with (10) to a relative error in thickness of about $3\times10^{-10}$.

For thick films, let $y=X/X_1$. From $1/\sinh w=1/w-w/6+O(w^3)$ with $w=1/s$, where $s$ is now measured in units of $X_1$,

$$\frac{2vt}{X_1}=\int_0^y\frac{ds}{\sinh(1/s)}=\frac{y^2}{2}-\frac{\ln y}{6}+C+O(y^{-2}).$$

The constant $C$ collects the contribution of the thin-film stage, where the expansion does not hold; numerically $C=-0.1703$. Multiplication by $2X_1^2$ gives

$$4vX_1t\approx X^2-\frac{X_1^2}{3}\ln\frac X{X_1}+2CX_1^2.\tag{11}$$

The film stays ahead of the pure parabola $X^2=4vX_1t$. The reason is visible in (4): $d(X^2)/dt=4vX\sinh(X_1/X)$ exceeds $4vX_1$, since $\sinh u>u$. The lead in $X^2$ grows logarithmically, but relative to $X^2$ it vanishes.

The statement in question (e) therefore needs correction. Fixing the potential does not replace one law by another. If $zV$ is many times $k_BT$, both laws occur at the same fixed $V$, one for $a\ll X\ll X_1$ and one for $X\gg X_1$. What changes the law is the thickening of the film, which lowers the field $V/X$. The fixed potential matters because it ties the field to the thickness in this way. If the electrons cannot keep pace in a thick film, $V$ changes with $X$, and (6) no longer follows.

### (f) Numbers

With $n_N=n_0$, equation (3) gives $A=n_0$ and $B=0$. The profile is flat, and a uniform immobile charge can compensate it, so the uniform field is consistent. The compensation is essential here. For $\Omega=20$ Å$^3$ and a relative permittivity of 10, the ion density is $5\times10^{20}$ cm$^{-3}$ and the Debye length is about 1 Å. The immobile charge then sets the ion density inside the film: in a film 60 hops thick, a background 10% below $n_0$ lowers the current by about 10%. The ratio $\Omega n_0/a=0.03/3=0.01$ supports the quasi-steady profile.

At 400 K, $k_BT=0.03447$ eV. Hence

$$\varphi=\frac{2\times1}{0.03447}=58.0,\qquad X_1=\frac{58.02\times3}{2}=87.0\ \text{Å},$$

or 164 bohr. The hop rate is $k_0=10^{13}e^{-1/0.03447}=2.52$ s$^{-1}$, so $v=0.03\times2.515=0.0755$ Å/s. The parabolic constant is

$$4vX_1=4\times0.07545\times87.03=26.3\ \text{Å}^2/\text{s},$$

which is $2.27\times10^{-15}$ bohr² per atomic unit of time.

The full law (10) gives the following values, with $p=d\ln X/d\ln t$.

| $X$ (Å) | $u$ | $t$ (s) | $S$ | $p$ |
|---:|---:|---:|---:|---:|
| 10 | 8.70 | 0.00209 | 0.826 | 0.095 |
| 20 | 4.35 | 0.561 | 0.714 | 0.164 |
| 100 | 0.870 | 265 | 0.343 | 0.394 |
| 1000 | 0.087 | 37,700 | 0.043 | 0.496 |
| 2000 | 0.044 | 152,000 | 0.022 | 0.499 |

At 10 Å the field is 10 MV/cm, of the order of the breakdown field of good insulating oxides; the model leaves breakdown out. This field lowers the forward barrier by $zVa/(2X)=0.3$ eV. The remaining 0.7 eV is still about 20 times $k_BT$. The rigid tilt is a rougher assumption here: if the barrier has the shape of a cosine, the field also shifts its minimum and saddle point, which makes the barrier 0.018 eV higher than assumed and the rate about 40% lower. The backward rate is $e^{-2u}=2.8\times10^{-8}$ of the forward rate. Yet with the rigid tilt $S$ is 0.83, not 1, because the correction $2/u$ is not small; the cosine barrier would raise it to about 0.93 and roughly double the time to reach 10 Å. At 20 Å the terms in (9) no longer decrease usefully, since $6/u^2=0.32$ is still about two thirds of $2/u=0.46$; the tabulated $S$ comes from the full law. These films are only about 3 and 7 hops thick, so the continuous description is itself approximate there.

Inverse logarithmic growth is nevertheless a fair local description. Draw a straight line in $1/X$ against $\ln t$ through the points at 10 and 20 Å. At the time when the full law gives 15 Å, 0.0792 s, the line gives 14.8 Å, about 1.2% low. Its slope is not the limiting value $-1/X_1$, however, so reading $X_1$ from such a line would give a biased result.

At the thick end, $p$ is close to one half. At 1000 Å the pure parabola gives $\sqrt{26.27\times37736}\approx996$ Å, about 4 Å behind the film. The weak-field rate is 1% below the full rate at $u=0.246$, that is at $X=354$ Å, and is closer beyond. The total drop is still $58k_BT$ there: the field is weak per hop, not across the film.

The contrast also shows in doubling times. Going from 10 to 20 Å multiplies the elapsed time by $0.561/0.00209\approx270$; going from 1000 to 2000 Å multiplies it by $151880/37736=4.02$, close to the factor 4 of a parabola.

## Variation 1: fixed field

Suppose $F$, not $V$, is held fixed as the film grows. What is the growth law?

Now $u=zFa/(2k_BT)$ is constant, while $\varphi=2uN$ grows in proportion to $X$. Equations (2) and (3) still hold at each thickness. Once $\varphi\gg1$, (3) gives $A\to n_0$ and the current becomes $2k_0n_0\sinh u$, independent of $X$. Integration gives

$$X-X_0=2\Omega k_0n_0\sinh u\,(t-t_0).$$

Growth is linear, even if $u\ll1$. For unequal densities this holds only as long as the uncompensated ionic charge leaves the field nearly uniform. For $n_N=n_0$ it is linear from the start, since then $A=n_0$ at every thickness. When drift carries the current, a weak field alone does not produce a parabola; the field must also fall as $1/X$. (Diffusion can give a parabola without a field, as Variation 2 shows.)

Solving the plane-by-plane balance with $n_N=0.4n_0$ shows the difference. At fixed $u=0.1$, doubling $N$ from 100 to 200 leaves the current unchanged to the five decimals printed. At fixed $\varphi=6$, the same doubling multiplies it by 0.49994. The small departure from one half is the nonlinearity of the sinh: with $u=0.03$ before doubling, the ratio is $\sinh0.015/\sinh0.03=1/(2\cosh0.015)$.

## Variation 2: no potential

Let $V=0$ and $n_0>n_N$, with an ionic charge too small to matter. (Immobile charge cannot compensate it here, because the sloping ion profile stretches as the film grows.) Does the film still grow parabolically?

With $u=0$, (1) reads $J=k_0(n_k-n_{k+1})$. Summing over the $N$ hops, the intermediate densities cancel in pairs and $NJ=k_0(n_0-n_N)$. Since $N=X/a$,

$$\frac{dX}{dt}=\frac{\Omega k_0a(n_0-n_N)}{X},\qquad X^2-X_0^2=2\Omega k_0a(n_0-n_N)(t-t_0).$$

As long as the film is much thinner than the Debye length of the mobile ions, the growth is again parabolic, so a measured parabola does not by itself show that an electric potential drives the ions. In thicker films the field of the ions themselves changes the current.

The result agrees with (6). There the constant is $4vX_1=2\Omega k_0a\,\varphi A$, and (3) gives $\varphi A\to n_0-n_N$ as $\varphi\to0$, because $1-e^{-\varphi}\approx\varphi$. The dependence of the constant on $V$ can separate the two causes, but only if $zV$ is brought down to a few $k_BT$. Far above that, $\varphi A\approx\varphi n_0$ for any $n_N$ not much larger than $n_0$, and the concentration difference leaves no trace. For equal boundary densities $\varphi A=\varphi n_0$, which is proportional to $V$ and vanishes with it; for unequal densities a diffusive part survives at $V=0$.

## Values computed for the example and the checks

```
charge number z = 2
film potential V = 1.0 V
hop length a = 3.0 angstrom
barrier W = 1.0 eV
attempt frequency nu = 1.0e+13 1/s
temperature T = 400 K
Omega*n0 = 0.03 angstrom
Omega*n0/a = 0.010
kB T = 0.03447 eV
phi = zV/(kB T) = 58.023
k0 = 2.5151 1/s
v = 0.07545 angstrom/s
X1 = 87.034 angstrom = 164.47 bohr
parabolic constant 4 v X1 = 26.268 angstrom^2/s
  the same in atomic units = 2.2690e-15 bohr^2/a.u. time
Columns: X (angstrom), u, backward/forward rate, t (s),
  -X1 d(1/X)/d ln t, d ln X/d ln t, sqrt(4 v X1 t) (angstrom)
    10   8.7034  2.756e-08  2.0875e-03  0.8257  0.0949     0.234
    15   5.8023  9.125e-06  7.9162e-02  0.7649  0.1318     1.442
    20   4.3517  1.660e-04  5.6067e-01  0.7143  0.1641     3.838
    30   2.9011  3.021e-03  4.7842e+00  0.6332  0.2183    11.210
    50   1.7407  3.077e-02  3.5525e+01  0.5156  0.2962    30.548
   100   0.8703  1.754e-01  2.6506e+02  0.3427  0.3938    83.443
   200   0.4352  4.188e-01  1.3436e+03  0.1981  0.4552   187.862
   500   0.1741  7.060e-01  9.2509e+03  0.0850  0.4885   492.952
  1000   0.0870  8.402e-01  3.7736e+04  0.0432  0.4963   995.618
  2000   0.0435  9.166e-01  1.5188e+05  0.0217  0.4988  1997.375
linearised rate 1% low at u = 0.2458
  that is at X = 354.1 angstrom
inverse-log line through 10 and 20 angstrom, at the time of 15:
  X = 14.815 angstrom
thick-film offset constant C = -0.17026
chain test: u = 0.100, excess over linear current = 1.6675e-03
current ratio on doubling X, fixed potential = 0.49994
current ratio on doubling X, fixed field = 1.00000
forward hops only, exponent at X = 10^4 X1: 0.9991
largest relative error, time integration = 3.1e-10
```
